# Weak Localization and Antilocalization from Time-Reversed Diffusive Paths: verification in Python

```python
"""Weak localization from time-reversed paths, and its magnetoconductance.

Result under test (sheet conductance, two spins, e > 0):
  dsigma = -(2 e^2 D/(pi hbar)) * integral dt P(t) exp(-t/tau_phi) S(t) F(t)
  P = 1/(4 pi D t)               classical return density in two dimensions
  F = x/sinh(x), x = 2 e B D t/hbar         average over enclosed flux
  S = (3 exp(-Gamma t) - 1)/2    isotropic spin relaxation at rate Gamma
which gives, with f(b) = digamma(1/2 + 1/b) + ln(b),
  dsigma(B) - dsigma(0)
     = e^2/(pi h) * [1.5 f(B/(B_phi + B_s)) - 0.5 f(B/B_phi)],
  B_phi = hbar/(4 e D tau_phi),  B_s = hbar Gamma/(4 e D).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma

rng = np.random.default_rng(7)

# ---- Momentum integrals: Boltzmann value and reversed-pair prefactor ----
# Atomic units, parabolic band of mass 1, Fermi wave number 1.
tau_model = 50.0
fermi_energy = 0.5
half_width = 1 / (2 * tau_model)
density_of_states = 1 / (2 * np.pi)          # per spin and area
diffusion_model = tau_model / 2
nodes, weights = np.polynomial.legendre.leggauss(400)
u_low, u_high = np.arctan(-fermi_energy / half_width), np.pi / 2
u = 0.5 * (u_high - u_low) * nodes + 0.5 * (u_high + u_low)
energy = (fermi_energy + half_width * np.tan(u))[:, None]
energy_weight = (0.5 * (u_high - u_low) * weights
                 * half_width / np.cos(u) ** 2)
angle = 2 * np.pi * (np.arange(64) + 0.5)[None, :] / 64
p_x = np.sqrt(2 * energy) * np.cos(angle)


def momentum_integral(values):
    """Integral d^2p/(2 pi)^2 in energy and angle."""
    return np.sum(energy_weight * values.mean(axis=1)) / (2 * np.pi)


def pair_quantities(q):
    """Overlap of G_R(k) G_A(q-k), and the end factor with velocities."""
    e_1 = energy + q * q / 8 + p_x * q / 2
    e_2 = energy + q * q / 8 - p_x * q / 2
    g_1 = 1 / (fermi_energy - e_1 + 1j * half_width)
    g_2 = 1 / (fermi_energy - e_2 + 1j * half_width)
    overlap = momentum_integral((g_1 * g_2.conj()).real)
    velocities = (q / 2 + p_x) * (q / 2 - p_x)
    ends = momentum_integral(velocities * abs(g_1) ** 2 * abs(g_2) ** 2)
    return overlap, ends


green = 1 / (fermi_energy - energy + 1j * half_width)
boltzmann_numeric = 2 / np.pi * momentum_integral(p_x ** 2 * green.imag ** 2)
boltzmann_ratio = boltzmann_numeric / (
    2 * density_of_states * diffusion_model)
assert abs(boltzmann_ratio - 1) < 0.02       # corrections of order 1/(k_F l)

q_test = 0.05 / tau_model                    # q times mean free path = 0.05
overlap_0, _ = pair_quantities(0.0)
overlap_q, ends_q = pair_quantities(q_test)
# Conservation of particles fixes the scattering strength at 1/overlap_0.
strength = 1 / overlap_0
loss_ratio = (1 - strength * overlap_q) / (
    diffusion_model * q_test ** 2 * tau_model)
ends_ratio = ends_q / (
    -4 * np.pi * density_of_states * diffusion_model * tau_model ** 2)
pair_numeric = ends_q / np.pi * strength / (1 - strength * overlap_q)
pair_ratio = pair_numeric / (-2 / (np.pi * q_test ** 2))
assert abs(loss_ratio - 1) < 0.02
assert abs(ends_ratio - 1) < 0.02
assert abs(pair_ratio - 1) < 0.02


# ---- Return density and flux average from lattice walks ----
def lattice_return(phase_per_cell, steps, half_size=80):
    """Sum over closed walks of probability times flux phase."""
    size = 2 * half_size + 1
    y = np.arange(size) - half_size
    phase = np.exp(1j * phase_per_cell * y)[None, :]
    amplitude = np.zeros((size, size), complex)
    amplitude[half_size, half_size] = 1
    for _ in range(steps):
        amplitude = 0.25 * (np.roll(amplitude * phase, 1, axis=0)
                            + np.roll(amplitude * phase.conj(), -1, axis=0)
                            + np.roll(amplitude, 1, axis=1)
                            + np.roll(amplitude, -1, axis=1))
    return amplitude[half_size, half_size].real


walk_steps = 400
walk_diffusion = 0.25                        # cell areas per step
return_zero = lattice_return(0.0, walk_steps)
# Returns happen only at even step numbers: half the value is the time mean.
return_ratio = (return_zero / 2) * 4 * np.pi * walk_diffusion * walk_steps
assert abs(return_ratio - 1) < 0.01
flux_rows = []
for x in (1.0, 2.0, 3.0):
    cell_phase = x / (walk_diffusion * walk_steps)
    measured = lattice_return(cell_phase, walk_steps) / return_zero
    flux_rows.append((x, measured, x / np.sinh(x)))
    assert abs(measured - x / np.sinh(x)) < 0.01


# ---- Spin average from explicit collision chains ----
coupling = 0.2


def random_directions(count, in_plane):
    vectors = rng.normal(size=(count, 3))
    if in_plane:
        vectors[:, 2] = 0
    return vectors / np.linalg.norm(vectors, axis=1)[:, None]


def collision_matrix(k_in, k_out):
    """Normalized spin matrix 1 + i c (k_in x k_out).sigma."""
    v = np.cross(k_in, k_out)
    matrix = np.empty((len(v), 2, 2), complex)
    matrix[:, 0, 0] = 1 + 1j * coupling * v[:, 2]
    matrix[:, 1, 1] = 1 - 1j * coupling * v[:, 2]
    matrix[:, 0, 1] = 1j * coupling * (v[:, 0] - 1j * v[:, 1])
    matrix[:, 1, 0] = 1j * coupling * (v[:, 0] + 1j * v[:, 1])
    norm = np.sqrt(1 + coupling ** 2 * np.sum(v * v, axis=1))
    return matrix / norm[:, None, None]


def spin_interference(in_plane, checkpoints, count=10000):
    """Half the trace of forward amplitude times conjugate reversed one."""
    forward = np.tile(np.eye(2, dtype=complex), (count, 1, 1))
    backward = forward.copy()
    k_old = random_directions(count, in_plane)
    found = []
    for event in range(1, max(checkpoints) + 1):
        k_new = random_directions(count, in_plane)
        forward = collision_matrix(k_old, k_new) @ forward
        backward = backward @ collision_matrix(-k_new, -k_old)
        k_old = k_new
        if event in checkpoints:
            trace = np.sum(forward * backward.conj(), axis=(1, 2))
            found.append(0.5 * trace.real.mean())
    return found


def cos_rotation(v_squared):
    z = coupling ** 2 * v_squared
    return (1 - z) / (1 + z)


mean_cos_3d = quad(lambda mu: cos_rotation(1 - mu * mu), 0, 1)[0]
mean_cos_2d = quad(lambda a: cos_rotation(np.sin(a) ** 2), 0, np.pi)[0] / np.pi
event_rate = -np.log((1 + 2 * mean_cos_3d) / 3)
events = (10, 30, 160)
spin_3d = spin_interference(False, events)
spin_2d = spin_interference(True, events)
law_3d = [(3 * np.exp(-event_rate * n) - 1) / 2 for n in events]
law_2d = [mean_cos_2d ** n for n in events]
# Sampling error is about 0.007; weak collision correlations add less.
assert np.allclose(spin_3d, law_3d, rtol=0, atol=0.03)
assert np.allclose(spin_2d, law_2d, rtol=0, atol=0.03)


# ---- Time integral against the digamma law ----
def field_function(b):
    return digamma(0.5 + 1 / b) + np.log(b)


def magneto_law(b, s):
    """Change in units e^2/(pi h); b = B/B_phi and s = B_s/B_phi."""
    return 1.5 * field_function(b / (1 + s)) - 0.5 * field_function(b)


def magneto_time(b, s):
    """The same change from the time integral, time in units tau_phi."""
    def integrand(log_time):
        t = np.exp(log_time)
        x = b * t / 2
        flux = 2 * x * np.exp(-x) / (-np.expm1(-2 * x))
        spin = (3 * np.exp(-s * t) - 1) / 2
        return np.exp(-t) * spin * (1 - flux)
    return quad(integrand, -20, 4.2, limit=400, epsabs=1e-12,
                epsrel=1e-9)[0]


for b in (0.3, 3.0, 100.0):
    for s in (0.0, 2.0, 50.0):
        assert abs(magneto_time(b, s) - magneto_law(b, s)) < 1e-6
strong_ratio = magneto_time(1.0, 1e4) / magneto_time(1.0, 0.0)
assert abs(strong_ratio + 0.5) < 1e-4
assert abs(magneto_time(0.02, 0.0) / (0.02 ** 2 / 24) - 1) < 2e-3
assert abs(magneto_time(1e4, 0.0) - np.log(1e4) - digamma(0.5)) < 2e-3
threshold = brentq(lambda s: magneto_time(0.02, s), 0.1, 2.0, xtol=1e-8)
assert abs(threshold - (np.sqrt(3) - 1)) < 1e-3

# ---- Worked example in SI units ----
diffusion = 1e-3
tau, tau_phi, tau_spin, thickness = 1e-14, 5e-11, 1e-12, 1e-8
hbar, charge, mass = const.hbar, const.e, const.m_e
unit = charge ** 2 / (np.pi * const.h)
velocity = np.sqrt(3 * diffusion / tau)
k_fermi = mass * velocity / hbar
mean_free_path = velocity * tau
electron_density = k_fermi ** 3 / (3 * np.pi ** 2)
sheet = electron_density * charge ** 2 * tau / mass * thickness
b_phi = hbar / (4 * charge * diffusion * tau_phi)
b_spin = hbar / (4 * charge * diffusion * tau_spin)
b_elastic = hbar / (4 * charge * diffusion * tau)
s_example = b_spin / b_phi
tau_triplet = 1 / (1 / tau_phi + 1 / tau_spin)
zero_plain = -np.log(1 + tau_phi / tau)
zero_spin = (-1.5 * np.log(1 + tau_triplet / tau)
             + 0.5 * np.log(1 + tau_phi / tau))


def zero_field_integrand(log_time, with_spin):
    t = np.exp(log_time)                     # time in units of tau
    spin = (3 * np.exp(-t * tau / tau_spin) - 1) / 2 if with_spin else 1.0
    return np.exp(-t * tau / tau_phi) * spin * (-np.expm1(-t))


for with_spin, formula in ((False, zero_plain), (True, zero_spin)):
    value = -quad(zero_field_integrand, -25, 13, args=(with_spin,),
                  limit=400)[0]
    assert abs(value - formula) < 1e-5

deepest = minimize_scalar(
    lambda log_b: magneto_law(np.exp(log_b) / b_phi, s_example),
    bounds=(np.log(0.01), np.log(5.0)), method="bounded",
    options={"xatol": 1e-8})
b_deepest = np.exp(deepest.x)
assert magneto_time(b_deepest / b_phi, s_example) < min(
    magneto_time(0.8 * b_deepest / b_phi, s_example),
    magneto_time(1.25 * b_deepest / b_phi, s_example))

print("TESTS (ratios numeric/formula unless stated)")
print(f"model k_F l = {tau_model:.0f}, q l = {q_test * tau_model:.2f}")
print(f"Boltzmann conductance ratio: {boltzmann_ratio:.4f}")
print(f"pair loss 1-gamma*Pi ratio: {loss_ratio:.4f}")
print(f"end factor ratio: {ends_ratio:.4f}")
print(f"reversed-pair correction ratio: {pair_ratio:.4f}")
print(f"return density ratio, {walk_steps} steps: {return_ratio:.4f}")
for x, measured, formula in flux_rows:
    print(f"flux average x={x:.0f}: walk {measured:.4f}, law {formula:.4f}")
print(f"spin coupling c = {coupling}, rate per event = {event_rate:.5f}")
for i, n in enumerate(events):
    print(f"spin 3D, {n} events: chain {spin_3d[i]:.3f}, law {law_3d[i]:.3f}")
for i, n in enumerate(events):
    print(f"spin in-plane, {n}: chain {spin_2d[i]:.3f}, law {law_2d[i]:.3f}")
print(f"strong/no spin-orbit, B=B_phi, B_s=10^4 B_phi: {strong_ratio:.5f}")
print(f"sign threshold B_s/B_phi: {threshold:.4f}")
print("EXAMPLE")
print(f"D = {diffusion * 1e4:.1f} cm^2/s, thickness = {thickness*1e9:.0f} nm")
print(f"tau = {tau * 1e15:.0f} fs, tau_phi = {tau_phi * 1e12:.0f} ps")
print(f"spin relaxation time = {tau_spin * 1e12:.1f} ps")
print(f"Fermi velocity = {velocity:.3e} m/s")
print(f"mean free path = {mean_free_path * 1e9:.2f} nm")
print(f"k_F l = {k_fermi * mean_free_path:.1f}")
print(f"coherence length = {np.sqrt(diffusion * tau_phi) * 1e9:.1f} nm")
print(f"Boltzmann sheet conductance = {sheet * 1e3:.3f} mS")
print(f"e^2/(pi h) = {unit * 1e6:.3f} uS")
print(f"B_phi = {b_phi * 1e3:.3f} mT, B_s = {b_spin * 1e3:.1f} mT")
print(f"B_s/B_phi = {s_example:.1f}, elastic field = {b_elastic:.2f} T")
print(f"triplet time = {tau_triplet * 1e12:.4f} ps")
print(f"zero field, no spin-orbit: {zero_plain * unit * 1e6:.2f} uS")
print(f"zero field, spin-orbit: {zero_spin * unit * 1e6:.2f} uS")
print(f"relative, no spin-orbit: {zero_plain * unit / sheet:.3e}")
print("Change with B in uS: no spin-orbit | full law | -1/2 limit")
for field in (0.001, 0.003, 0.01, 0.03, 0.1, 0.3, 1.0):
    b = field / b_phi
    plain = field_function(b) * unit * 1e6
    full = magneto_law(b, s_example) * unit * 1e6
    print(f"B = {field * 1e3:6.0f} mT: {plain:8.4f} | {full:8.4f}"
          f" | {-plain / 2:8.4f}")
print(f"deepest point: B = {b_deepest:.3f} T, {deepest.fun*unit*1e6:.3f} uS")
print(f"magnetic length there = "
      f"{np.sqrt(hbar / (charge * b_deepest)) * 1e9:.1f} nm")
print("verified")
```

It prints:

```
TESTS (ratios numeric/formula unless stated)
model k_F l = 50, q l = 0.05
Boltzmann conductance ratio: 1.0000
pair loss 1-gamma*Pi ratio: 1.0045
end factor ratio: 0.9981
reversed-pair correction ratio: 1.0000
return density ratio, 400 steps: 0.9988
flux average x=1: walk 0.8512, law 0.8509
flux average x=2: walk 0.5519, law 0.5514
flux average x=3: walk 0.2998, law 0.2995
spin coupling c = 0.2, rate per event = 0.03506
spin 3D, 10 events: chain 0.559, law 0.556
spin 3D, 30 events: chain 0.024, law 0.024
spin 3D, 160 events: chain -0.494, law -0.495
spin in-plane, 10: chain 0.664, law 0.673
spin in-plane, 30: chain 0.295, law 0.305
spin in-plane, 160: chain 0.011, law 0.002
strong/no spin-orbit, B=B_phi, B_s=10^4 B_phi: -0.50000
sign threshold B_s/B_phi: 0.7321
EXAMPLE
D = 10.0 cm^2/s, thickness = 10 nm
tau = 10 fs, tau_phi = 50 ps
spin relaxation time = 1.0 ps
Fermi velocity = 5.477e+05 m/s
mean free path = 5.48 nm
k_F l = 25.9
coherence length = 223.6 nm
Boltzmann sheet conductance = 10.079 mS
e^2/(pi h) = 12.331 uS
B_phi = 3.291 mT, B_s = 164.6 mT
B_s/B_phi = 50.0, elastic field = 16.46 T
triplet time = 0.9804 ps
zero field, no spin-orbit: -105.03 uS
zero field, spin-orbit: -32.49 uS
relative, no spin-orbit: -1.042e-02
Change with B in uS: no spin-orbit | full law | -1/2 limit
B =      1 mT:   0.0467 |  -0.0233 |  -0.0234
B =      3 mT:   0.3809 |  -0.1902 |  -0.1905
B =     10 mT:   2.6079 |  -1.3012 |  -1.3039
B =     30 mT:   8.6836 |  -4.3173 |  -4.3418
B =    100 mT:  19.7832 |  -9.6326 |  -9.8916
B =    300 mT:  32.0890 | -14.2441 | -16.0445
B =   1000 mT:  46.4796 | -14.5445 | -23.2398
deepest point: B = 0.587 T, -15.323 uS
magnetic length there = 33.5 nm
verified
```
